\section*{Regularised Fourier imaging of sheet currents: height, noise and narrow paths}

\section{Two wires under one field map}

A thin gold film carries current in two parallel paths, each 30 nm wide, with centres 70 nm apart. A magnetic sensor scans a plane tens of nanometres above and records the perpendicular field $B_z$. Does the map show two currents or one, and is it better to bring the sensor closer or to average longer?

The film lies at $z=0$ and carries a steady sheet current $\mathbf K(x,y)$, in A/m. The circuit closes well inside the scan window, the height $z>0$ is known, and the film is at first taken as infinitely thin. Since $\nabla\cdot\mathbf K=0$, a stream function $g$, in amperes, describes the current:
\begin{equation}
K_x=\partial_y g,\qquad K_y=-\partial_x g .
\end{equation}
Any $g$ gives zero divergence because the mixed derivatives cancel. One scalar map is thus sought from another. SI units are used; the Gaussian form follows from $\mu_0\to4\pi/c$.

\section{Why direct inversion fails}

The Biot--Savart law gives
\begin{equation}
B_z(\mathbf r,z)=\frac{\mu_0}{4\pi}\int d^2r'\,
\frac{K_x(\mathbf r')(y-y')-K_y(\mathbf r')(x-x')}{R^3},
\end{equation}
with $R^2=|\mathbf r-\mathbf r'|^2+z^2$. Since $(y-y')/R^3=-\partial_y(1/R)$, and likewise for $x$, we need the transform of $1/R$. Let $f(\mathbf r)=\int d^2k\,f(\mathbf k)e^{i\mathbf k\cdot\mathbf r}/(2\pi)^2$. The function $\phi=1/\sqrt{r^2+z^2}$ obeys $\nabla^2\phi=-4\pi\delta^3$, so that $(\partial_z^2-k^2)\phi(\mathbf k,z)=-4\pi\delta(z)$. The decaying solution $Ce^{-k|z|}$ has a slope jump $-2kC=-4\pi$, hence $C=2\pi/k$. The convolution becomes a product:
\begin{align}
B_z(\mathbf k)&=\frac{\mu_0}{4\pi}\frac{2\pi e^{-kz}}{k}
\left(-ik_yK_x+ik_xK_y\right)\nonumber\\
&=\frac{\mu_0e^{-kz}}{2k}(k_y^2+k_x^2)g
=\alpha(k)\,p(\mathbf k),
\end{align}
where $K_x=ik_yg$ and $K_y=-ik_xg$ were inserted, and
\begin{equation}
p=kg,\qquad \alpha=\frac{\mu_0}{2}e^{-kz}.
\end{equation}
The variable $p$ carries the current strength, since $|K_x|^2+|K_y|^2=k^2|g|^2=|p|^2$.

At $k=0$ the field carries no information: a uniform sheet current produces no $B_z$. For a closed circuit inside the window, $g$ can be chosen to vanish outside it, so the integral of $\mathbf K$ vanishes and setting $\mathbf K(\mathbf k=0)=0$ is correct.

The naive scheme divides by $\alpha$, which multiplies noise by $(2/\mu_0)e^{kz}$. Take $z=60$ nm and pixel $a=15$ nm. At the band edge $k=\pi/a$ the exponent is $\pi z/a=12.57$, and $e^{12.57}\approx2.9\times10^5$. A noise wave of amplitude $2\,\mu$T there becomes a current wave of about $9\times10^5$ A/m, while the true density in a path is $20\,\mu\mathrm A/30\,\mathrm{nm}\approx670$ A/m. A finer pixel raises the band edge and makes this worse.

\section{Charging a price for current}

The map should fit the data without inventing large currents. We therefore minimise
\begin{equation}
J=\int d^2r\,|B_z-B_{\rm model}|^2+\lambda\int d^2r\,|\mathbf K|^2 .
\end{equation}
By Parseval's theorem each wave vector contributes separately $|B_z-\alpha p|^2+\lambda|p|^2$. Setting the derivative with respect to $p^*$ to zero gives $-\alpha(B_z-\alpha p)+\lambda p=0$, or
\begin{equation}
p_{\rm rec}=\frac{\alpha B_z}{\alpha^2+\lambda}.
\label{filter}
\end{equation}
The second derivative, $\alpha^2+\lambda$, is positive, so this is the minimum. As a test, random data on a $9\times9$ grid (pixel 15 nm, height 20 nm) were also inverted by dense least squares; the two stream functions agreed within $10^{-7}$ of the largest value.

For noise-free data $B_z=\alpha p$, so $p_{\rm rec}=Wp$ with
\begin{equation}
W=\frac{1}{1+\lambda/\alpha^2}
=\frac{1}{1+e^{2(kz-L)}},\qquad
L=\ln\frac{\mu_0}{2\sqrt\lambda}.
\end{equation}
The passband is a Fermi function of wave number. It passes $k$ below $k_c=L/z$, and its edge has width of order $1/(2z)$. The choice of $\lambda$ is now the choice of one number, $L$.

\section{What a narrow path looks like}

A long line current $I$ along $y$ has a flat spectrum in $k_x$. With $q=kz$ and $u=x/z$, its reconstruction is $K_y=(I/z)F(u)$, where
\begin{equation}
F(u)=\frac1\pi\int_0^\infty\frac{\cos(qu)\,dq}{1+e^{2(q-L)}} .
\end{equation}
The derivative of the Fermi function is $-\tfrac12\operatorname{sech}^2(q-L)$. Integrating by parts, with vanishing boundary terms,
\begin{equation}
F(u)=\frac{1}{2\pi u}\int_0^\infty\sin(qu)\operatorname{sech}^2(q-L)\,dq .
\end{equation}
Extend the lower limit to $-\infty$. Since $|\sin(qu)/u|\le|q|$ and $\operatorname{sech}^2(q-L)\le4e^{2(q-L)}$, the added piece is at most $(2/\pi)e^{-2L}\int_{-\infty}^0|q|e^{2q}dq=e^{-2L}/(2\pi)$. Put $q=L+s$; the part odd in $s$ drops out:
\begin{equation}
F(u)\simeq\frac{\sin(Lu)}{2\pi u}\,M(u),\qquad
M(u)=\int_{-\infty}^{\infty}e^{ius}\operatorname{sech}^2s\,ds .
\end{equation}
To find $M$ for $u>0$, close the contour along $\operatorname{Im}s=\pi$, where the integrand is $e^{-\pi u}$ times its value on the real axis. Near the enclosed pole, $s=i\pi/2+\epsilon$, it is $-e^{-\pi u/2}(1+iu\epsilon+\dots)/\epsilon^2$, with residue $-iue^{-\pi u/2}$. Hence $M(1-e^{-\pi u})=2\pi ue^{-\pi u/2}$, so $M=\pi u/\sinh(\pi u/2)$, and
\begin{equation}
K_y(x)\simeq\frac{I}{2z}\,\frac{\sin(Lx/z)}{\sinh(\pi x/2z)} .
\label{line}
\end{equation}
The peak needs no approximation:
\begin{equation}
K_{\rm peak}=\frac{I}{\pi z}\int_0^\infty\frac{dq}{1+e^{2(q-L)}}
=\frac{I}{2\pi z}\Lambda,\qquad \Lambda=\ln(1+e^{2L}),
\label{peak}
\end{equation}
because $-\tfrac12\ln(1+e^{-2(q-L)})$ is an antiderivative.

Both the width of this response and its power to separate lines are $z$ times functions of $L$. Two equal lines a distance $d$ apart give a midpoint curvature proportional to $2F''(d/2z)$, since $F$ is even. The midpoint turns from hump to dip where $F''$ first vanishes; we call that spacing the two-line limit. For large $L$ the hyperbolic sine is nearly linear across the main peak, so $F\simeq\sin(Lu)/(\pi u)$. The full width at half maximum is then $3.79\,z/L$ and the two-line limit $4.16\,z/L$.

\section{Letting the noise choose the cutoff}

Let the noise be independent from pixel to pixel with standard deviation $\sigma$. Its spectral density is $\sigma^2a^2$, since the band has area $(2\pi/a)^2$. From (\ref{filter}), the gain from field to $p$ is
\begin{equation}
\frac{\alpha}{\alpha^2+\lambda}
=\frac2{\mu_0}\frac{e^{-q}}{e^{-2q}+e^{-2L}}
=\frac2{\mu_0}\frac{e^{L}}{e^{L-q}+e^{q-L}}
=\frac{e^L}{\mu_0}\operatorname{sech}(q-L).
\end{equation}
The runaway exponential has become a ring of noise around $k_c$. If the band extends well past this ring, the integral may run over the whole plane. One component of $\mathbf K$ carries half the variance by isotropy:
\begin{equation}
\sigma_K^2=\frac12\,\frac{\sigma^2a^2e^{2L}}{\mu_0^2}
\,\frac{1}{2\pi z^2}\int_0^\infty q\operatorname{sech}^2(q-L)\,dq .
\end{equation}
Integrate by parts using $\tanh(q-L)-1$ as the antiderivative of $\operatorname{sech}^2$. The boundary terms vanish, leaving $\int_0^\infty[1-\tanh(q-L)]dq$. The integrand is twice the Fermi function, so the integral is $\Lambda$ and
\begin{equation}
\sigma_K=\frac{\sigma a\,e^L\sqrt{\Lambda}}{2\sqrt\pi\,\mu_0z}.
\label{noise}
\end{equation}
Dividing (\ref{peak}) by (\ref{noise}) gives the peak-to-noise ratio of a thin line:
\begin{equation}
s=\frac{\mu_0I}{\sigma a}\,e^{-L}\sqrt{\frac{\Lambda}{\pi}} .
\label{snr}
\end{equation}
The height has cancelled. For white noise, $\sigma$ falls as the inverse square root of the time per pixel, so fixed $\sigma a$ means fixed scan time per area. Under that condition, and for a given $s$, $L$ is the same at every height. Height sets the length scale; noise acts through $L$.

With $Q=e^{2L}$, $s^2$ is proportional to $\ln(1+Q)/Q=\int_0^1dt/(1+Qt)$, which decreases with $Q$. A target $s$ below $\mu_0I/(\sigma a\sqrt\pi)$ therefore fixes one $L$. That ceiling belongs to very heavy regularisation, $L\to-\infty$, where $W\to e^{2L}e^{-2kz}$ and the line becomes $F\to(2e^{2L}/\pi)/(4+u^2)$. This is a Lorentzian of full width $4z$ whose amplitude tends to zero: good for detecting a wire, poor for imaging it. The opposite limit, $L\to\infty$, is the naive inversion.

The scheme is then:
\begin{enumerate}
\item Choose $s$, solve (\ref{snr}) for $L$, and set $\lambda=(\mu_0/2)^2e^{-2L}$.
\item Check that $\pi z/a$ exceeds $L$ by a margin of several units.
\item Transform the field, apply (\ref{filter}), divide by $k$ to obtain $g$, and set $g(\mathbf k=0)=0$.
\item Multiply by $ik_y$ and $-ik_x$ and transform back to obtain $K_x$ and $K_y$.
\end{enumerate}

\section{The two paths at three heights}

Each path carries $20\,\mu$A. The base scan has $z=60$ nm, $a=15$ nm and $\sigma=2\,\mu$T, so $\sigma a=30\,\mu$T\,nm and $\mu_0I/(\sigma a)=837.8$. We ask for $s=10$. The solution is $L=5.008$; indeed $\Lambda\simeq2L$ and $837.8\times e^{-5.008}\times\sqrt{10.016/\pi}\approx5.60\times1.79\approx10$. The ceiling on $s$ would be $837.8/\sqrt\pi\approx473$, at a line width of 240 nm. Accepting $s=10$ narrows the line to 43.9 nm, less than the sensor height.

The two paths form the right arm of two nested rectangular circuits, with a mean arm half-length of 700 nm. Their field was summed from real-space Biot--Savart segments, without the transfer function used in the inversion. Heights of 30, 60 and 120 nm were compared with $\sigma a$, $s$ and $z/a$ held fixed. On a noise-free cut across the arm, the reconstruction and (\ref{line}), averaged over each path width and summed over both arms of the circuits, differ by at most 0.03\% of the peak.

\begin{center}
\begin{tabular}{rrrrr}
$z$ & two-line limit & $K$ at paths & $K$ at gap & dip $\pm$ noise\\
(nm) & (nm) & (A/m) & (A/m) & (A/m)\\
30 & 22.9 & 731 & $-93$ & $824\pm109$\\
60 & 45.8 & 458 & 122 & $336\pm91$\\
120 & 91.7 & 280 & 345 & $-65\pm21$
\end{tabular}
\end{center}

The dip is the mean of $K_y$ at the two path centres minus its value midway. Its noise comes from simulated noise maps. It is not $\sigma_K$ itself: the dip combines three values, which would give $\sqrt{1.5}\,\sigma_K$ if their noise were independent, and the correlation between them changes this factor with height. At 30 and 60 nm the paths separate, with dips of 7.5 and 3.7 standard deviations. These ratios are for a single cut; where the paths are known to be straight, averaging along them helps, by about a factor of four over 1000 nm at 60 nm height. A thin-line ratio of 10 thus does not promise a contrast of 10. At 120 nm the limit exceeds the 70 nm spacing, and the largest current appears in the gap, where there is none.

The negative gap current at 30 nm is not a return current. At $x=35$ nm, $u=1.17$ and $Lu=5.84$, where the sine in (\ref{line}) is negative. Each path contributes about $-47$ A/m, which accounts for the $-93$ A/m. It is a side lobe of the passband edge.

\section{Closer, or longer?}

Halving the height from 60 to 30 nm halves the two-line limit, from 45.8 to 22.9 nm, at equal scan time per area. Staying at 60 nm and reducing the noise tenfold raises $L$ to 7.513 and improves the limit to 32.0 nm; with white noise this costs a hundredfold averaging time. Tenfold greater noise gives $L=2.322$ and a limit of 79.7 nm, so the pair is lost.

For a 120 nm scan to bring the two-line limit down to 70 nm, $L$ must reach 6.804. By (\ref{snr}) at $s=10$, the noise must fall to 0.19 of its value, which takes about 27 times the averaging time. These numbers are for thin lines; for paths 30 nm wide the threshold rises to $L=6.90$ and the averaging time to about 32 times. Noise-free maps of the device at this height are consistent with this: with $L$ 10\% below the thin-line threshold the midpoint is a hump, with $L$ 10\% above it a dip. At the threshold only the midpoint curvature vanishes. The dip as defined for the table is still negative there, about $-19$ A/m for the 30 nm paths, and reaches zero near $L=7.19$, at about 55 times the averaging time. On a single cut its ratio to its noise is largest near $L=8$ and is about 0.07 at the base noise, so a dip of three standard deviations needs noise some 40 times lower, more than a thousandfold averaging time.

\section{Width is lost before current}

At the base setting, single paths of true width 10, 30 and 60 nm appear 44.1, 46.4 and 56.5 nm wide at half maximum. The first two are nearly indistinguishable: their widths are those of the response. The third looks narrower than it is. Integrating (\ref{line}) over the strip gives about 1.11 times the true density at its centre and 0.50 times at its edge. Half of the raised peak, 0.55 times the true density, is therefore reached inside the edge. An apparent width is not an upper bound on the true one.

Total current is more robust. The integral of the line response across the line is $IW(0)=I/(1+e^{-2L})$, short of $I$ by about $4.5\times10^{-5}$ of its value here. The reconstructed arm currents are 39.9, 40.0 and 40.0 $\mu$A at the three heights, against a true 40 $\mu$A, although at 120 nm the paths have merged. These values are noise-free; the scan noise adds a standard deviation of about 1.3 $\mu$A at each height.

This relies on a wide window. If the base scan is cropped to 915 nm, so that the arms run out of it and the outer field is discarded, the arm current falls to 31.4 $\mu$A, an error of 21\%. The loss comes mainly from the missing field beside the circuit. Cropping in $x$ alone, which leaves the whole circuit inside the window, also gives 31.4 $\mu$A, while cropping in $y$ alone, which cuts the arms, gives 42.3 $\mu$A. Padding the cropped map with zeros recovers less than 2 $\mu$A. The window must therefore reach well beyond the circuit. Sampling matters as well: a 50 nm pixel gives $\pi z/a=3.77<L$, and the largest error on the cut is then 37 to 52\% of the peak, depending on where the grid falls relative to the paths, even without noise.

\section{Against a real instrument}

The heights and noise are rough typical values for scanning nitrogen-vacancy magnetometry; the known, perfectly perpendicular sensor axis is an idealisation. The following changes refer to the base scan.

\emph{Height.} If $z+\delta$ is assumed in place of $z$, the response becomes $W_{z+\delta}(k)e^{k\delta}$. Over-assuming the height amplifies the passed waves but also lowers the cutoff $L/(z+\delta)$. For $\delta=+5$ and $-5$ nm the peak changes by $+7.5\%$ and $-9.0\%$.

\emph{Thickness.} Averaging $e^{-kz'}$ over a film of thickness $t$ centred at the assumed depth multiplies the field by $\sinh(kt/2)/(kt/2)\simeq1+(kt)^2/24$. For $t=10$ nm this is about 3\% at $k_c=0.0835$ nm$^{-1}$ and less below it; the peak rises by 1.1\%.

\emph{Axis.} Above the film $\mathbf B=-\nabla\psi$ with $\psi\propto e^{-kz}$, so $B_z=k\psi$ and $B_x=-i(k_x/k)B_z$. An unnoticed tilt $\theta$ towards $x$ adds a part of relative size up to $\tan\theta$, shifted by a quarter wave. For $2^\circ$ the cut changes by up to 3.2\% of the peak. In a diamond probe whose (100) face is parallel to the film, the nitrogen-vacancy axes lie near $55^\circ$ from the normal. With $\beta=\alpha(\cos\theta-i\sin\theta\,k_x/k)$ in place of $\alpha$ in the model field, the minimum of $J$ is at $p_{\rm rec}=\beta^*B/(|\beta|^2+\lambda)$, where $B$ is the measured component; the passband then depends on direction, and the numbers above do not carry over unchanged.

\emph{Device.} In a 10 nm film the current density is $6.7\times10^6$ A/cm$^2$, which is high, and electromigration deserves attention. With a rough resistivity of 6 $\mu\Omega$\,cm, the heat flux crossing 300 nm of oxide of conductivity 1.4 W/(m\,K) gives a rise of about 0.6 K across the oxide. Lateral spreading would lower this, so it is an upper bound for the oxide alone; interface resistance and substrate heating would add to it.

Among the imperfections of the base scan computed here, the coarse pixel and the cropped window do the most damage, and both are settled before the scan begins. They harm different things, however: the 915 nm crop spoils the total current but changes the dip between the paths by less than 1\%, whereas the 50 nm pixel turns the dip of 336 A/m into a value between about $-75$ and $+85$ A/m, depending on where the grid falls. The small effect of the crop holds for an unpadded window centred on this symmetric circuit, where the field matches at opposite edges; padding with zeros puts a step at the edge and changes the dip by 16\%. For a closed circuit, a known height and white noise, telling two paths from one therefore calls for the smallest safe height and a pixel with $\pi z/a$ well above $L$, before longer averaging. Measuring the total current also needs a window that extends well beyond the circuit. The full numerical output follows.

\section*{Computed results}
\begin{verbatim}
current per path 20.0 uA, path width 30 nm
path spacing 70 nm, arm midpoint x 300 nm
mean arm half length 700 nm, grid 405 x 405
base height 60 nm, pixel 15 nm
base field noise 2.0 uT per pixel
noise times pixel 30.0 uT nm
mu0 I/(noise*pixel) 837.8, target ratio 10
cutoff L 5.008, lambda 1.764e-17 T^2 m^2/A^2
base cutoff wave number 0.0835 1/nm
line FWHM / height 0.731; two-line limit / height 0.764
sampling limit pi z/pixel 12.57
true width 10 nm: apparent width 44.1 nm at base height
true width 30 nm: apparent width 46.4 nm at base height
true width 60 nm: apparent width 56.5 nm at base height
height 30 nm: pixel 7.5 nm, field noise 4.0 uT
  line FWHM 21.9 nm, two-line limit 22.9 nm
  K at paths 731.1 A/m, at gap -93.0 A/m
  dip 824.1 A/m, noise of dip 109.3 A/m
  noise of Ky 105.94 A/m, formula 106.27 A/m
  arm current 39.91 uA, cut error 0.03 % of peak
height 60 nm: pixel 15.0 nm, field noise 2.0 uT
  line FWHM 43.9 nm, two-line limit 45.8 nm
  K at paths 457.8 A/m, at gap 122.1 A/m
  dip 335.6 A/m, noise of dip 91.0 A/m
  noise of Ky 53.04 A/m, formula 53.14 A/m
  arm current 40.00 uA, cut error 0.00 % of peak
height 120 nm: pixel 30.0 nm, field noise 1.0 uT
  line FWHM 87.7 nm, two-line limit 91.7 nm
  K at paths 280.3 A/m, at gap 345.0 A/m
  dip -64.7 A/m, noise of dip 21.1 A/m
  noise of Ky 26.55 A/m, formula 26.57 A/m
  arm current 40.03 uA, cut error 0.00 % of peak
noise x 0.1: L 7.513, base two-line limit 32.0 nm
noise x 1.0: L 5.008, base two-line limit 45.8 nm
noise x 10.0: L 2.322, base two-line limit 79.7 nm
L to reach limit at 120 nm height: 6.804
  noise must be x 0.1935, averaging time x 26.7
assumed height +5 nm: peak +7.5 %
assumed height -5 nm: peak -9.0 %
film thickness 10 nm: peak +1.06 %
axis tilt 2 deg: cut error 3.2 % of peak
window 915 nm: arm current 31.42 uA
pixel 50 nm: cut error 51.8 % of peak
current density 6.67e+06 A/cm2
rough resistivity 6.0 uohm cm, oxide 300 nm
rough oxide conductivity 1.4 W/(m K)
one-dimensional heating bound 0.57 K
\end{verbatim}
